# Lyddane-Sachs-Teller relation for a dielectric with one infrared oscillator, part 2

For a cubic, harmonic insulating crystal with one infrared-active oscillator, we are deriving the Lyddane-Sachs-Teller relation a second time, now from a static energy:

$$
\frac{\omega_L^2}{\omega_T^2}=\frac{\varepsilon_0}{\varepsilon_\infty}. \tag{1}
$$

Here $\omega_T$ and $\omega_L$ are the long-wavelength transverse and longitudinal optical frequencies. The permittivity is $\varepsilon_0$ for free ions in a static field and $\varepsilon_\infty$ for clamped ions. Hartree atomic units are used, with $\hbar=1$, $\mathbf D=\mathbf E+4\pi\mathbf P$, macroscopic $\mathbf E$ and time factor $e^{-i\omega t}$.

The first derivation used the relative displacement $\mathbf u$ of the two sublattices, their reduced mass $\mu$, the cell volume $v$ and the clamped-ion susceptibility $\chi$. The stiffness $k$ and the effective charge $Z$ (cell dipole per displacement) are taken at zero macroscopic field:

$$
\mu\ddot{\mathbf u}=-k\mathbf u+Z\mathbf E, \tag{3}
$$

$$
\mathbf P=\frac{Z}{v}\mathbf u+\chi\mathbf E. \tag{4}
$$

With $\omega_T^2=k/\mu$, $\varepsilon_\infty=1+4\pi\chi$ and $S=4\pi Z^2/(v\mu)$, these gave

$$
\varepsilon(\omega)=\varepsilon_\infty+\frac{S}{\omega_T^2-\omega^2}, \tag{6}
$$

$$
\varepsilon_0=\varepsilon_\infty+\frac{S}{\omega_T^2},
\qquad\text{so}\qquad S=(\varepsilon_0-\varepsilon_\infty)\,\omega_T^2, \tag{7}
$$

$$
\omega_L^2=\omega_T^2+\frac{S}{\varepsilon_\infty}. \tag{8}
$$

Between $\omega_T$ and $\omega_L$ lies the reflecting band, where $\varepsilon<0$ and light at normal incidence from vacuum is fully reflected by a thick undamped crystal. With retardation, transverse waves of wavevector $q$ obey

$$
c^2q^2=\varepsilon(\omega)\,\omega^2. \tag{13}
$$

Without retardation and free charge, transverse waves vibrate at $E=0$ and longitudinal waves at $D=0$.

For the second derivation the crystal stands between two parallel metal plates, and $u$, $E$ and $D$ are components along the normal. The energy per cell $W(u,D)$ has the coefficients $k_D$, $b$ and $a$, and $f$ is the internal force on the ions:

$$
W=\tfrac12k_Du^2-b\,uD+\tfrac12aD^2, \tag{15}
$$

$$
f=-k_Du+bD,\qquad \frac{v}{4\pi}E=-bu+aD. \tag{16}
$$

Four simple experiments on the two equations (16) supply all that is needed.

1. Clamp the ions, $u=0$. Then $vE/4\pi=aD$. Since $D=\varepsilon_\infty E$ in this case, $a=v/(4\pi\varepsilon_\infty)$.

2. Let the ions relax in a static field, $f=0$. Then $u=bD/k_D$, and $vE/4\pi=(a-b^2/k_D)D$. Since now $D=\varepsilon_0E$,
$$
a-\frac{b^2}{k_D}=\frac{v}{4\pi\varepsilon_0}.
$$

3. Isolate uncharged plates, $D=0$. The force is $f=-k_Du$, so $k_D$ is the stiffness at $D=0$.

4. Connect the plates by a wire, $E=0$. Then $D=bu/a$, and $f=-(k_D-b^2/a)u$. The stiffness at $E=0$ is
$$
k_E=k_D-\frac{b^2}{a}.
$$

Now form the quantity $ak_D-b^2$ and factor it in two ways:

$$
k_D\left(a-\frac{b^2}{k_D}\right)=ak_D-b^2=a\left(k_D-\frac{b^2}{a}\right).
$$

By the four results, the left side is $k_Dv/(4\pi\varepsilon_0)$ and the right side is $k_Ev/(4\pi\varepsilon_\infty)$. Hence

$$
\frac{k_D}{k_E}=\frac{\varepsilon_0}{\varepsilon_\infty}. \tag{17}
$$

The same mass $\mu$ moves in both vibrations, so $\omega_L^2=k_D/\mu$ and $\omega_T^2=k_E/\mu$. Their ratio is the Lyddane-Sachs-Teller relation.

Equation (17) is a statement about reciprocity. Holding the charge instead of the voltage stiffens the lattice by the same factor by which freeing the ions raises the capacitance. It also has a meaning in energy. At given $D$, the stored energy is $\tfrac12aD^2$ with clamped ions and $\tfrac12(a-b^2/k_D)D^2$ with relaxed ions. The ratio of the second to the first is $\varepsilon_\infty/\varepsilon_0$.

The plates show too that the electrical condition sets the frequency. A uniform vibration along the normal has the frequency $\omega_L$ between isolated plates, but $\omega_T$ between ideal plates joined by a wire.

### Several oscillators and friction

Let there be $N$ infrared oscillators with coordinates $u_i$ along the field. The number $k_D$ becomes a matrix $K_D$, and $b$ becomes a column $\mathbf b$. The second derivatives of $W$ form the matrix

$$
H=\begin{pmatrix}K_D&-\mathbf b\\-\mathbf b^{T}&a\end{pmatrix}.
$$

A determinant does not change when multiples of some rows are added to others. Clearing the lower left block with the upper rows gives $\det H=\det K_D\,(a-\mathbf b^TK_D^{-1}\mathbf b)$. Clearing the upper right block with the last row gives $\det H=a\det(K_D-\mathbf b\mathbf b^T/a)$. As before, the first bracket is $v/(4\pi\varepsilon_0)$, and the matrix in the second expression is the stiffness $K_E$ at $E=0$. The product of the squared frequencies is the determinant of the stiffness matrix divided by that of the mass matrix, which is common to both cases. Therefore

$$
\prod_{i=1}^{N}\frac{\omega_{L,i}^2}{\omega_{T,i}^2}=\frac{\varepsilon_0}{\varepsilon_\infty}. \tag{18}
$$

With more than one oscillator the relation constrains the product, and a single pair of frequencies need not obey (1).

For one oscillator with a friction force $-\mu\gamma\dot u$, free vibrations obey $\omega^2+i\gamma\omega-\omega_j^2=0$, where $\omega_j$ is $\omega_T$ at $E=0$ and $\omega_L$ at $D=0$. The roots are

$$
\omega=-\frac{i\gamma}{2}\pm\sqrt{\omega_j^2-\frac{\gamma^2}{4}}.
$$

For $\gamma<2\omega_T$ both square roots are real, and $|\omega|^2=\omega_j^2$. The relation then holds for the squared magnitudes of the complex zero and pole.

### A lattice in which both sides are computed

The relation was tested on a rocksalt lattice of point ions with the masses of magnesium and oxygen. The lattice constant is 8.0 bohr, the charges are $\pm1.2\,e$, and the polarizabilities are 1 bohr³ for the positive and 11 bohr³ for the negative ion. Springs between neighbours, equally stiff in every direction, give the relative motion a stiffness of 0.14 hartree/bohr². All dipole fields are summed over the lattice.

Diagonalization near zero wavevector gives 51.26 meV for the transverse and 90.09 meV for the longitudinal vibration. The static response gives 2.9399 with clamped ions and 9.0823 with free ions. The squared frequency ratio is 3.08934 and the ratio of permittivities is 3.08933. The effective charge is $1.976\,e$. Its excess over $1.2\,e$ is the electronic dipole, per unit displacement, that the displaced ions induce at zero macroscopic field.

This lattice tests the relation at long wavelength only. With these springs the longitudinal acoustic wave along a cube axis has a negative squared frequency from long wavelengths up to the zone boundary. The elastic constant $C_{11}$ is about $-40$ GPa, so the lattice is not stable. The test of (1) is unaffected, because in a crystal with inversion symmetry a long-wave strain does not couple linearly to the optical vibration. The long-wave values above depend on the springs only through their total stiffness.

### Magnesium oxide

Magnesium oxide serves as the tunnel barrier in magnetic memory cells. It is cubic and has one infrared-active mode. Rough typical values are $\varepsilon_\infty=3.0$, $\varepsilon_0=9.8$ and $\hbar\omega_T=50$ meV. Then

$$
\hbar\omega_L=50\ \text{meV}\times\sqrt{\frac{9.8}{3.0}}=50\ \text{meV}\times1.807=90.4\ \text{meV},
$$

or 729 cm⁻¹. The splitting is 40.4 meV. At 70 meV the permittivity is

$$
3.0+\frac{6.8\times50^2}{50^2-70^2}=-4.08,
$$

inside the reflecting band. With the lattice constant 0.421 nm, $v=a_{\text{lat}}^3/4$ and $\mu=9.648$ u, the relation $Z^2=(\varepsilon_0-\varepsilon_\infty)\mu\omega_T^2v/4\pi$ gives $Z=2.01\,e$, close to the nominal ionic charge of 2. Changes of one to two percent in the inputs move $Z$ between about $1.98\,e$ and $2.01\,e$ and $\hbar\omega_L$ between about 89.7 and 90.6 meV.

The measured longitudinal energy is also roughly 90 meV, which agrees with the one-oscillator relation within the accuracy of these inputs. This agreement does not exclude weak further absorption inside the reflecting band. Real barriers are about 1 nm thick, and this strains the assumption of long wavelength. The model lattice at the wavevector $\pi/(1\ \text{nm})$ along a cube axis has a transverse frequency 4.1 % and a longitudinal frequency 1.2 % below the long-wave values. The shifts depend on direction. Along a face diagonal they are $-4.1$ % and $+2.2$ % for the two transverse waves and $-1.5$ % for the longitudinal one. Along a body diagonal the transverse shift is below 0.1 % and the longitudinal shift is $-1.6$ %. At $\pi/(10\ \text{nm})$ all these shifts are below 0.1 %. The shifts at 1 nm depend on the assumed springs, which do not keep this lattice stable at all wavevectors. Springs that are stiffer along the bond than across it change the size of the shifts. Along a cube axis the transverse shift shrinks to $-0.3$ % when the stiffness across the bond is zero, and it can turn positive when that stiffness is negative, as it is for a central repulsion. The figures therefore indicate only that corrections of a few percent are possible in so thin a layer, and they leave out the interfaces and electrodes. Retardation is negligible for wavelengths comparable to such thicknesses: by (13) it lowers the transverse frequency by 1 % at a wavelength of about 1350 nm. Waves running along the layer can be that long at any thickness, and for them retardation and the electrodes do matter.

Estimates of other corrections for these inputs follow:

- A weak second oscillator at 80 meV with static strength 0.04, a rough stand-in for two-phonon absorption, moves the upper zero to 91.6 meV at fixed $\varepsilon_0$. The other zero lies at 78.95 meV, and the product in (18) is 3.267, as required. These values are for undamped oscillators. A two-phonon band is broad. With a damping of 5 to 13 meV on the second oscillator, $\mathrm{Re}\,\varepsilon$ no longer changes sign near 79 meV, and the upper crossing lies at 91.5 to 91.2 meV.
- A damping of 1 meV lowers the reflectivity at 70 meV from 1 to 0.96. The squared ratio of the peak positions of $\mathrm{Im}(-1/\varepsilon)$ and $\mathrm{Im}\,\varepsilon$ differs from $\varepsilon_0/\varepsilon_\infty$ by less than 0.01 %.
- If heating by 100 K softens $\omega_T$ by an assumed 0.5 %, with $Z$, $v$ and $\varepsilon_\infty$ fixed, the energies become 49.75 and 90.23 meV and $\varepsilon_0$ becomes 9.87. The relation continues to hold.
- A static field of 5 MV/cm in the oxide displaces the sublattices by 0.0017 nm, or 0.8 % of the bond length. For a repulsion that decays exponentially over an assumed length $\lambda=0.03$ nm, the two neighbours along the field contribute stiffnesses proportional to $e^{u/\lambda}$ and $e^{-u/\lambda}$. Their sum rises by the fraction $\cosh(u/\lambda)-1$, or 0.2 %. This is the change of the repulsive part alone. The net stiffness $k$ is smaller than that part, because the local field works against the repulsion, so the relative change of $k$ can be several times larger.

The remaining values are in the numerical output.

### What each derivation assumes

Both derivations assume small amplitudes, electrons that follow the ions at once, a local response and cubic symmetry. Both use the conditions $E=0$ and $D=0$ for the two kinds of wave. They differ in what they need beyond this.

The first needs the response at every frequency from zero to $\omega_L$, with one constant $\varepsilon_\infty$ throughout. In return it yields the whole function $\varepsilon(\omega)$, and with it the reflecting band and the coupling to light. The constancy of $\varepsilon_\infty$ is a good approximation here. Even if all the electronic strength is placed at a gap of 7.8 eV, $\omega_L$ falls by only 0.003 meV.

The second needs a static energy and a mass. It shows that the relation compares stiffnesses, and it extends to several oscillators by factoring a larger determinant in the same two ways. It says nothing about absorption or reflection between the two frequencies.

It also makes one condition plain. The stiffness that governs the static permittivity must be the stiffness that acts during the vibration. If slow processes, such as the hopping of defects, add to the permittivity at low frequency, the measured static value contains a part that the vibrating lattice does not feel. The $\varepsilon_0$ in (1) must then be taken above the frequencies of those processes and well below $\omega_T$. In the first derivation the same failure appears as a further term in $\varepsilon(\omega)$, which (6) does not contain.

The equality of the two charges in (3) and (4) plays a smaller part than it may seem. If they were different numbers $Z_1$ and $Z_2$, then $S$ would contain $Z_1Z_2$ in place of $Z^2$, and (7) and (8) would still combine to (1). The common energy guarantees that $S$ is not negative, so that $\omega_L\ge\omega_T$, and it allows a single effective charge to be extracted from the splitting.

## Table of computed values

```
MODEL LATTICE (rocksalt, polarizable ions)
lattice constant 8.0 bohr, ion charge +-1.2 e
polarizabilities 1 and 11 bohr^3
spring constant 0.14 hartree/bohr^2
TO energy from diagonalization 51.26 meV
LO energy from diagonalization 90.09 meV
eps_inf, clamped ions 2.9399
eps_0, free ions 9.0823
effective charge 1.9760 e
(LO/TO)^2 3.08934, eps_0/eps_inf 3.08933
EXAMPLE (rough magnesium oxide values)
inputs: eps_inf 3.0, eps_0 9.8, TO 50.0 meV
lattice constant 0.421 nm, reduced mass 9.648 u
eps_0/eps_inf 3.2667, root 1.8074
LO energy 90.37 meV = 729 cm^-1 = 21.85 THz
TO energy 403 cm^-1 = 12.09 THz
LO-TO splitting 40.37 meV
effective charge 2.011 e
eps at 70 meV, undamped -4.083
NEGLECTED EFFECTS
damping gamma 1.0 meV: complex ratio 3.26667
  peak of Im eps 49.9975 meV, of Im(-1/eps) 90.3682 meV
  squared peak ratio 3.26689
  reflectivity at 70 meV 0.9606
second oscillator at 80 meV, strength 0.04:
  zeros 78.95 and 91.58 meV, product ratio 3.2667
  shift of upper zero from one-oscillator LO +1.21 meV
electronic dispersion, gap 7.8 eV: LO shift -0.0028 meV
retardation lowers transverse mode 1% at wavelength 1349 nm
model lattice at q = pi/(1 nm): TO -4.09 %, LO -1.15 %
model lattice at q = pi/(10 nm): TO -0.04 %, LO -0.01 %
heating 100 K, TO softening 0.5 % assumed:
  TO 49.75 meV, LO 90.23 meV, eps_0 9.869
occupation at 350 K: TO 0.235, LO 0.053
field 5 MV/cm: relative displacement 0.00174 nm
  fraction of bond length 0.83 %
  short-range stiffening 0.17 % (repulsion length 0.03 nm)
```
